\section*{Kanzaki Forces, the Elastic Dipole and the Far Displacement Field, part 1}

(Sections cited here and not found follow in the second part.)

\section{From forces on atoms to the elastic dipole}

\subsection{What dimensions and symmetry allow}

A point defect pushes or pulls on the atoms next to it, and the crystal around it is displaced. Far away the crystal responds as an elastic continuum. Before any calculation, ask what the displacement can look like there.

Take a defect of cubic symmetry in an elastically isotropic crystal. The defect exerts no net force on the crystal, because an isolated object in equilibrium cannot. The simplest quantity that can characterize it is then a force times a lever arm, which is an energy; call it $p$. Elastic constants have the dimension of energy per volume, and linear elasticity contains no length of its own. If the response is linear in $p$, the one combination with the dimension of a length is
\begin{equation}
\mathbf u(\mathbf R)=\gamma\,\frac{p}{C R^{2}}\,\mathbf n ,\qquad \mathbf n=\mathbf R/R .
\label{eq:dim}
\end{equation}
Here $C$ is an elastic constant and $\gamma$ a pure number, which may depend on ratios of elastic constants. The direction is radial because neither the source nor the medium singles out another one. In $d$ dimensions $C$ is an energy per $L^{d}$, and the same argument gives $u\propto p/(CR^{d-1})$. A chain should therefore show a displacement that does not decay at all.

Three things remain open: what $p$ is in terms of atomic forces, what replaces it for a defect of low symmetry, and the value of $\gamma$. Hartree atomic units are used throughout.

\subsection{The simplest case: a chain}

Consider a ring of $N$ atoms joined by $N$ springs of constant $K$ and natural length $a$. A defect sits in one bond. Its energy is $v(w)$, where $w$ is the elongation of that bond; $v$ need not be quadratic. The defect pushes the two ends of the bond apart with the force
\begin{equation}
F=-v'(w).
\label{eq:chainF}
\end{equation}

Let the ring have total length $Na(1+\beta)$, so that $\beta$ is an imposed homogeneous strain. All elongations add up to $N\beta a$. The $N-1$ ordinary bonds share the remainder $N\beta a-w$ equally, since for equal springs an equal division minimizes the sum of squares. The energy is
\begin{equation}
E(\beta,w)=\tfrac12Kw^{2}+v(w)+\frac{K(N\beta a-w)^{2}}{2(N-1)} .
\end{equation}
Equilibrium with respect to $w$ requires
\begin{equation}
Kw+v'(w)-\frac{K(N\beta a-w)}{N-1}=0 .
\end{equation}
At $\beta=0$ the two terms in $w$ combine to $KwN/(N-1)$, so
\begin{equation}
\frac{N}{N-1}\,Kw=-v'(w)=F .
\label{eq:chaineq}
\end{equation}

Now differentiate the relaxed energy with respect to $\beta$. The change of $w$ with $\beta$ contributes nothing, because $\partial E/\partial w=0$. What remains is the explicit derivative,
\begin{equation}
\left.\frac{dE}{d\beta}\right|_{0}
=\left.\frac{K(N\beta a-w)Na}{N-1}\right|_{0}
=-\frac{N}{N-1}Kwa=-Fa .
\label{eq:chainslope}
\end{equation}
The forces are $+F$ at $R=a/2$ and $-F$ at $R=-a/2$. Their first moment is
\begin{equation}
P=\sum_R F(R)R=F\frac a2+(-F)\left(-\frac a2\right)=Fa .
\end{equation}
Hence $P=-dE/d\beta$. The lever arms are distances in the unrelaxed lattice, while the force is taken at the relaxed elongation. This mixture looks odd, but the derivation produces it: $\beta$ multiplies the reference length $a$, and the slope of $v$ is needed at the actual equilibrium.

\paragraph{Limit of a long chain.} For $N\to\infty$, equation \eqref{eq:chaineq} gives $w=F/K$. The ordinary bonds are then unstrained, and with the centre held fixed each half of the chain moves outward by $F/(2K)$. Compare this with the response to a unit force. The function $G(R)=-|R|/(2Ka)$ satisfies the chain equation
\begin{equation}
K\left[2G(0)-G(a)-G(-a)\right]=K\left[\frac1{2K}+\frac1{2K}\right]=1,
\end{equation}
and the same combination vanishes at every other site, where $G$ is linear. The two forces produce, for $R\ge a/2$,
\begin{equation}
u(R)=F\left[G\!\left(R-\tfrac a2\right)-G\!\left(R+\tfrac a2\right)\right]
=F\,\frac{-(R-\frac a2)+(R+\frac a2)}{2Ka}=\frac{F}{2K}.
\end{equation}
The dipole formula $-P\,dG/dR=Fa/(2Ka)$ gives the same value. The displacement is constant, as the dimensional argument required, with $C=Ka$ and $\gamma=1/2$.

\paragraph{Finite ring.} For finite $N$ and given $F$, the elongation $w=F(N-1)/(NK)$ is smaller than in the infinite chain by a fraction $1/N$. A fixed total length resists the defect. For a repulsion that weakens with distance, the relaxed force in a finite ring is therefore slightly too large. The three-dimensional cell will show the same sign.

\subsection{The crystal and the definition of the forces}

Now take a crystal with one atom per primitive cell at sites $\mathbf R$. Its energy is expanded to second order in displacements $\mathbf u(\mathbf R)$ about a stress-free equilibrium:
\begin{equation}
E_{\rm host}=\frac12\sum_{\mathbf R\mathbf R'}u_i(\mathbf R)\,\Phi_{ij}(\mathbf R-\mathbf R')\,u_j(\mathbf R').
\end{equation}
Repeated Cartesian indices are summed; sums over sites are written out. The force constants are short-ranged and symmetric, $\Phi_{ij}(\mathbf h)=\Phi_{ji}(-\mathbf h)$. A rigid translation costs nothing, so $\sum_{\mathbf h}\Phi_{ij}(\mathbf h)=0$.

The defect adds an energy $V(\{\mathbf x\},\{\mathbf s\})$. It depends on the positions $\mathbf x(\mathbf R)=\mathbf R+\mathbf u(\mathbf R)$ of a finite set of host atoms, and on the coordinates $\mathbf s$ of any added atoms. No expansion of $V$ is made. Equilibrium of the total energy $E_{\rm host}+V$ means
\begin{equation}
\sum_{\mathbf R'}\Phi_{ij}(\mathbf R-\mathbf R')u_j(\mathbf R')=-\frac{\partial V}{\partial x_i(\mathbf R)},
\qquad \frac{\partial V}{\partial\mathbf s}=0 .
\label{eq:equil}
\end{equation}
The Kanzaki forces are defined by the left side at the relaxed displacements:
\begin{equation}
F_i(\mathbf R)=\sum_{\mathbf R'}\Phi_{ij}(\mathbf R-\mathbf R')u_j(\mathbf R').
\label{eq:kanzaki}
\end{equation}
They are the external forces that would hold the perfect harmonic crystal, without the defect, in the displaced configuration. Applying them to that crystal thus returns $\mathbf u$, up to a rigid translation.

The right side of \eqref{eq:equil} shows where they act. They vanish on every atom that $V$ does not touch, even though the displacements extend through the whole crystal. This localization makes a moment expansion useful.

\subsection{Net force and choice of origin}

Moving host atoms and added atoms together by the same vector leaves $V$ unchanged. To first order in that vector,
\begin{equation}
\sum_{\mathbf R}\frac{\partial V}{\partial x_i(\mathbf R)}+\sum_{\mathbf s}\frac{\partial V}{\partial s_i}=0 .
\end{equation}
The second sum is zero because the added atoms are in equilibrium. Hence $\sum_{\mathbf R}F_i(\mathbf R)=0$. The first moment
\begin{equation}
P_{ij}=\sum_{\mathbf R}F_i(\mathbf R)R_j
\label{eq:P}
\end{equation}
changes by $-b_j\sum_{\mathbf R}F_i(\mathbf R)=0$ when the origin is moved by $\mathbf b$. It is a property of the defect and not of the coordinate system.

\subsection{The first moment is the elastic dipole}

The elastic dipole is defined through energy: it is minus the slope of the relaxed energy with respect to a homogeneous deformation. Place one defect in each periodic cell of volume $\Omega_s$, and give the crystal a uniform displacement gradient $\beta_{ij}$. An atom then sits at
\begin{equation}
x_i(\mathbf R)=R_i+\beta_{ij}R_j+u_i(\mathbf R),
\end{equation}
where $\mathbf u$ is periodic with the cell and is free to relax.

The host energy is a quadratic function of $\beta$ and $\mathbf u$ together. It could contain a cross term linear in both. The coefficient of $u_i(\mathbf R)$ in such a term is minus the force on atom $\mathbf R$ in the homogeneously deformed crystal. That deformed crystal is again a Bravais lattice, and inversion about any of its sites maps it onto itself. A force on the atom at that site would change sign under the inversion, so it is zero. The cross term vanishes, and per cell
\begin{equation}
E(\beta,\mathbf u,\mathbf s)=\Omega_s W(\beta)
+\frac12\sum_{\mathbf R\mathbf R'}u_i\Phi_{ij}u_j'
+V(\{\mathbf R+\beta\mathbf R+\mathbf u\},\{\mathbf s\}).
\label{eq:Ebeta}
\end{equation}
In the double sum $\mathbf R$ runs over one cell and $\mathbf R'$ over the crystal, and $u_j'$ means $u_j(\mathbf R')$. The elastic energy density $W$ is quadratic in $\beta$, because the host is stress-free at $\beta=0$.

Let $\mathbf u$ and $\mathbf s$ relax at each $\beta$, following one stable minimum. The total derivative of $E$ contains terms proportional to $\partial E/\partial\mathbf u$ and $\partial E/\partial\mathbf s$; both vanish at the minimum. The derivative of $W$ vanishes at $\beta=0$. What is left is the explicit dependence of $V$, for which $\partial x_k(\mathbf R)/\partial\beta_{ij}=\delta_{ik}R_j$:
\begin{equation}
\left.\frac{dE}{d\beta_{ij}}\right|_{0}
=\sum_{\mathbf R}\frac{\partial V}{\partial x_i(\mathbf R)}R_j
=-\sum_{\mathbf R}F_i(\mathbf R)R_j=-P_{ij}.
\label{eq:theorem}
\end{equation}
This is the chain result \eqref{eq:chainslope} with indices. It holds for any strength and any anharmonicity of $V$, as long as the host is harmonic and has one atom per primitive cell. Dividing by $\Omega_s$ gives the stress of a cell held at its perfect-crystal shape, $\sigma_{ij}=-P_{ij}/\Omega_s$, with tension counted positive. A defect that pushes outward has positive $P$ and leaves the fixed cell under compression.

\subsection{Is the dipole symmetric?}

A physical strain is symmetric, so one expects $P_{ij}=P_{ji}$. Rotational invariance gives a slightly different statement. Rotate all arguments of $V$ by a small angle, $\delta\mathbf x=\boldsymbol\omega\times\mathbf x$, and likewise for $\mathbf s$. Because $V$ does not change and the added atoms feel no force,
\begin{equation}
\sum_{\mathbf R}\left[F_i(R_j+u_j)-F_j(R_i+u_i)\right]=0 .
\label{eq:torque}
\end{equation}
The torque vanishes about the positions the atoms actually occupy. Moving the displacement terms to the other side,
\begin{equation}
P_{ij}-P_{ji}=-\sum_{\mathbf R}\left(F_iu_j-F_ju_i\right).
\label{eq:antisym}
\end{equation}
The right side is of second order, since it is a force times a displacement. The cubic terms dropped from the host energy would also give forces of second order in the displacements. The antisymmetric part is thus no larger in order than what the harmonic model neglects, and should not be read as a real torque. For a defect of sufficient site symmetry it vanishes.

\subsection{Test on an octahedral interstitial}

The model crystal is face-centred cubic with $a=7$ bohr. Central springs $K_1=0.02$ and $K_2=0.005$ hartree/bohr$^2$ join first and second neighbours. The springs are linearized: the stretch of each is the relative displacement of its ends projected on the undisplaced bond direction, so the host energy is exactly quadratic. An interstitial at the centre of the cubic octahedron repels its six nearest atoms, initially at distance $a/2$, with the force
\begin{equation}
f(r)=f_0\,e^{-(r-a/2)/\ell},\qquad f_0=0.02\ \mathrm{hartree/bohr},\quad \ell=0.6\ \mathrm{bohr}.
\end{equation}

By symmetry the centre is an equilibrium position for the interstitial, and for this short decay length it is a stable one. The six neighbours move outward by the same distance $u_0$. Relaxation gives $u_0=0.1294$ bohr. The force has then dropped to
\begin{equation}
F=0.02\,e^{-0.1294/0.6}=0.02\times0.806=0.01612\ \mathrm{hartree/bohr}.
\end{equation}
The atoms at $\pm a/2$ on the $x$ axis contribute to $P_{xx}$; the other four have $R_x=0$. Thus
\begin{equation}
p=P_{xx}=2F\,\frac a2=Fa=0.01612\times7=0.1128\ \mathrm{hartree}=3.07\ \mathrm{eV},
\end{equation}
the same expression as in the chain. The off-diagonal elements vanish, because each force is parallel to its own lever arm along a cube axis.

Forces from the unrelaxed geometry would give $0.02\times7=0.140$ hartree, which is 24\% above the relaxed value. The two agree when $u_0\ll\ell$, which a weaker push $f_0$ brings about at fixed $\ell$. Increasing $\ell$ without limit is not another way to get there. In a rigid cage the restoring constant of the interstitial is $2f_0/\ell-8f_0/a$, which turns negative for $\ell>a/4=1.75$ bohr. A cage that can yield is softer: with the present $f_0$ the centre becomes unstable already near $\ell=1.55$ bohr, and the interstitial then leaves it.

Equation \eqref{eq:theorem} was tested without using the moment formula for the slope. In a periodic cell of $4\times4\times4$ cubes all atoms were relaxed at small positive and negative $\beta_{xx}$, and the energies were differenced. The slope gives $p=0.112966$ hartree, and the first moment in the same cell gives $0.112966$ hartree. The small excess over the isolated value $0.112849$ hartree has the sign found for the ring; its dependence on cell size follows from the Green function.

\section{From the dipole to the far displacement field}

\subsection{Symbols and results carried over}

The host is a harmonic Bravais crystal with force constants $\Phi_{ij}(\mathbf R-\mathbf R')$, cubic lattice constant $a$ and volume $\Omega_c$ per atom. The relaxed displacements around a defect are $\mathbf u(\mathbf R)$. The Kanzaki forces $\mathbf F=\Phi\mathbf u$ act on the few atoms the defect touches and sum to zero. Their first moment $P_{ij}=\sum_{\mathbf R}F_i(\mathbf R)R_j$ is the elastic dipole, minus the slope of the relaxed energy with respect to a displacement gradient. For the octahedral interstitial in the model crystal, with $a=7$ bohr and springs $K_1$, $K_2$, it is $P_{ij}=p\,\delta_{ij}$ with $p=0.1128$ hartree. Dimensional analysis requires $u=\gamma p/(CR^2)$ for such a defect, with $\gamma$ still unknown.

\subsection{The lattice Green function}

The Green function is the displacement caused by a unit force on one atom:
\begin{equation}
\sum_{\mathbf R'}\Phi_{ij}(\mathbf R-\mathbf R')G_{jk}(\mathbf R')=\delta_{ik}\,\delta_{\mathbf R,0}.
\label{eq:Gdef}
\end{equation}
The left side is a convolution, so plane waves diagonalize it. Define
\begin{equation}
D_{ij}(\mathbf k)=\sum_{\mathbf h}\Phi_{ij}(\mathbf h)e^{-i\mathbf k\cdot\mathbf h}.
\end{equation}
Inversion symmetry makes $D$ real and even in $\mathbf k$. With $\theta_\alpha=\mathbf k\cdot\mathbf a_\alpha$ for the primitive vectors $\mathbf a_\alpha$, the solution that vanishes at infinity is
\begin{equation}
G_{ij}(\mathbf R)=\int_{-\pi}^{\pi}\!\frac{d^3\theta}{(2\pi)^3}\,\left[D^{-1}(\mathbf k)\right]_{ij}\cos(\mathbf k\cdot\mathbf R).
\label{eq:G}
\end{equation}
Indeed, applying $\Phi$ multiplies the integrand by $D$, which leaves $\int d^3\theta\,(2\pi)^{-3}\cos(\mathbf k\cdot\mathbf R)=\delta_{\mathbf R,0}$.

Near $\mathbf k=0$ the inverse grows as $1/k^2$, while the volume element supplies $k^2$; the integral converges in three dimensions. For numerical work the cube of $\theta$ is split into six pyramids with apex at the origin, for instance $\boldsymbol\theta=s(1,v,w)$. The Jacobian $s^2$ then cancels the singularity.

By linearity the displacement of every atom follows from the forces:
\begin{equation}
u_i(\mathbf R)=\sum_{\mathbf R'}G_{ij}(\mathbf R-\mathbf R')F_j(\mathbf R').
\label{eq:uGF}
\end{equation}
This is not yet a far-field statement; it holds at all distances in the harmonic host. On the touched atoms it is also an equation to be solved, because $\mathbf F$ depends on their displacements.

The first moment of the Kanzaki forces has been shown to be the elastic dipole, with $p=0.1128$ hartree for the model interstitial, and the lattice Green function gives the displacement at every distance once the forces are known. What remains is to find the far-field form of that displacement, including the number $\gamma$, and to test it on the lattice.
